# How Many Nanowires Make a Film Conduct?

**Question.** Straight conducting nanowires, each 20 µm long, are scattered at random over an insulating sheet. Roughly how many are needed per unit area before they join into a network that carries current across the sheet, and how does that number change with the length of the wires?

**Answer.** The sheet starts to conduct when chains of touching wires first reach from one side to the other. This is a percolation problem, and its simplest version has few ingredients. The wires are straight, have equal length $L$ and no width. Their centres are placed uniformly and independently, with mean density $n$ per unit area, and all directions in the plane are equally likely. Every crossing of two wires is a good electrical contact. The sheet is much larger than $L$.

Under these assumptions there is a sharp threshold density $n_c$. In a very large sheet a connected path across is almost certain above $n_c$ and almost certainly absent below it. The "minimum density" means this threshold. It is a property of the large sheet, and a small sample may conduct somewhat below it or fail somewhat above it.

### How the threshold scales

The scaling follows without solving the problem. Magnify a picture of the scattered wires by a factor $\lambda$. Every length becomes $\lambda L$, every area grows by $\lambda^2$, and the density becomes $n/\lambda^2$. No crossing is made or lost, so the magnified network connects if and only if the original did. The product

$$
\frac{n}{\lambda^2}\,(\lambda L)^2 = nL^2
$$

has not changed. Since $L$ is the only length in the large-sheet problem, connection can depend only on $nL^2$, and the threshold must have the form

$$
n_c=\frac{C}{L^2},
$$

where $C$ is a pure number, the same for all wire lengths. Wires twice as long need a quarter of the density. For a small change in length,

$$
\frac{dn_c}{dL}=-\frac{2C}{L^3}=-\frac{2n_c}{L}
\quad\Longrightarrow\quad
\frac{dn_c}{n_c}=-2\,\frac{dL}{L},
$$

so a given percentage error in the length produces twice that percentage error in the density, with the opposite sign.

### How many contacts a wire has

The size of $C$ can be understood by counting contacts. Fix one wire and consider a second whose direction makes an angle $\theta$ with it. The two cross if a point on the first coincides with a point on the second. The allowed positions of the second centre, relative to the first, therefore fill a parallelogram with sides $L$ and $L$ and angle $\theta$. Its area is $L^2|\sin\theta|$.

All angles between 0 and $\pi$ are equally likely, so the mean area is

$$
a=\frac{1}{\pi}\int_0^\pi L^2\sin\theta\,d\theta
=\frac{L^2}{\pi}\Big[-\cos\theta\Big]_0^\pi
=\frac{2L^2}{\pi}.
$$

The mean number of wires crossing a given wire is the density times this area:

$$
B=na=\frac{2}{\pi}\,nL^2 .
$$

This number is the same whatever the direction of the given wire, because the others point in all directions equally.

### A lower bound

Start from one wire and follow chains of crossings outward. There are on average $B$ chains of one step. Each can be continued in $B$ ways on average, if wires already in the chain are not used again, so there are on average $B^k$ chains of $k$ steps. Every wire in the cluster is reached by at least one chain. The mean number of wires in the cluster, including the first, therefore satisfies

$$
\text{mean cluster size}\;\le\;1+B+B^2+\dots=\frac{1}{1-B}
\qquad (B<1).
$$

If $B<1$ the mean cluster is finite, and no network can extend across an arbitrarily large sheet. At threshold $B$ must be at least 1, which gives

$$
\frac{2}{\pi}\,n_cL^2\ge 1
\quad\Longrightarrow\quad
C\ge\frac{\pi}{2}\approx1.571 .
$$

For 20 µm wires the bound is 0.00393 per µm². It is a bound and not an estimate of the threshold. It counts chains, whereas the cluster consists of wires, and in a plane many different chains lead to the same wire. Contacts that close loops add to $B$ without enlarging the cluster, so the true threshold lies higher.

### The number that simulation supplies

No closed formula for $C$ is known. Large computer simulations give $C\approx5.637$, and this value is the input here. A modest simulation shows where it comes from and confirms its size.

Take a square patch of film. Add 20 µm wires one at a time at random, cut them at the patch edges, and note the density at which a connected path first joins two opposite edges. Centres are also allowed in a margin half a wire length wide around the patch, so that the film is equally dense up to its edges. Each patch gives two results, one for each pair of opposite edges. The table shows the fraction of results in which the path existed at three values of $nL^2$, from 240 patches of each of the two smaller sizes and 160 of the largest.

| Patch side | 4.7 | 5.637 | 6.6 |
|---|---|---|---|
| 100 µm | 0.19 | 0.53 | 0.82 |
| 200 µm | 0.05 | 0.53 | 0.94 |
| 400 µm | 0.00 | 0.50 | 0.99 |

At 4.7 the chance of a path falls towards zero as the patch grows. At 6.6 it rises towards one. The threshold of a large film therefore lies between these values. At 5.637 the chance stays near one half.

There is a reason to expect one half. In any square patch, either a wire path joins left to right, or a line free of wires can be drawn from top to bottom. Both cannot occur, since the two would have to cross. Below threshold the wire-free line wins in a large patch, and above threshold the wire path wins. At threshold neither is favoured on large scales, and in a square the two outcomes are expected to be equally likely. This is an argument from symmetry and not a proof, but it identifies the median connecting density as a good estimate of $n_c$. The medians, averaged over the two directions, correspond to $nL^2=5.58$, 5.61 and 5.63 for the three patch sizes. With 160 patches the last has a statistical uncertainty of about half a per cent or a little less, so it supports $C\approx5.6$ but cannot confirm the further digits.

The same simulation shows the scaling at work. With 40 µm wires in the 400 µm patch, the median density is 0.00350 per µm², against 0.01408 per µm² for 20 µm wires in a patch of the same size. The ratio is 4.02, where the scaling law gives 4 for a large sheet. This patch is only ten of the longer wires across, so it is the 200 µm patch of 20 µm wires magnified twofold. The exact comparison is with that patch's median of 0.01402 per µm², a quarter of which is 0.00350. The small excess over 4 is of the size expected from the change in median between patches ten and twenty wire lengths across.

### The estimate for 20 µm wires

Putting in the length gives

$$
n_c=\frac{5.637}{(20\ \text{µm})^2}
=\frac{5.637}{400\ \text{µm}^2}
\approx0.0141\ \text{µm}^{-2}.
$$

Since 1 cm² contains $10^8$ µm², this is about $1.41\times10^6$ wires per cm².

The number looks small because each wire reaches far. At threshold there is one wire for every $1/n_c=71.0$ µm² of film, while the contact area of a wire is $a=2(20\ \text{µm})^2/\pi=254.6$ µm². The mean number of contacts per wire is their ratio,

$$
B_c=\frac{254.6}{71.0}\approx3.59 .
$$

This is also the factor by which the true threshold exceeds the lower bound, since the bound corresponds to $B=1$.

### What this means for a silver-nanowire film

Transparent electrodes made of silver nanowires are a real case of this kind. As rough typical values, take a diameter $D=60$ nm and a silver density of 10.5 g/cm³, together with the length of 20 µm. The footprints of the wires, with overlaps counted twice, add up to a fraction of the film area

$$
n_cLD=\frac{CD}{L}
=0.01409\times20\times0.060\approx0.0169 ,
$$

or 1.7 %. The film can begin to conduct while nearly all of its area is bare.

The silver, spread out evenly, would form a layer of thickness

$$
n_c\,\frac{\pi D^2}{4}\,L=\frac{\pi CD^2}{4L}\approx8.0\times10^{-4}\ \text{µm}.
$$

A layer 1 µm thick with density 1 g/cm³ has a mass of 1 g/m², so the silver mass is $8.0\times10^{-4}\times10.5$ g/m², or about 8.4 mg/m². At fixed diameter, both the covered fraction and the mass fall as $1/L$. The number of wires falls as $1/L^2$, but each wire is longer.

These figures mark the onset of conduction. They are not a recipe for an electrode. At the onset a large film has few complete paths, and a working electrode needs a higher density, set by the sheet resistance it must reach. Real wires also differ in length, may be partly aligned by the coating process, and may carry a surface layer that spoils some contacts. Each of these moves the threshold by an amount that can be estimated.

### How far real films depart from the model

The simulated shifts below come from 240 patches of side 200 µm for each case, compared with equal, randomly directed 20 µm wires in patches of the same size. Their statistical uncertainty is one to two percentage points.

**Unequal lengths.** A wire of length $l$ crosses on average $(2/\pi)\,n\,l\langle L\rangle$ others, where angle brackets denote the mean over all wires. A wire reached through a crossing is not typical, because long wires are crossed more often in proportion to their length. Its mean length is $\langle L^2\rangle/\langle L\rangle$. The mean number of crossings available at the next step is therefore

$$
\frac{2}{\pi}\,n\,\frac{\langle L^2\rangle}{\langle L\rangle}\,\langle L\rangle
=\frac{2}{\pi}\,n\langle L^2\rangle .
$$

If the threshold occurs at the same value of this number as for equal wires, then $n_c\approx C/\langle L^2\rangle$. Suppose half the wires are 12 µm long and half 28 µm, so that the mean is still 20 µm. Then $\langle L^2\rangle=(144+784)/2=464$ µm², and the threshold changes by the factor $400/464$, a fall of 14 %. The simulation gives a fall of 12 %. At a fixed mean length, any spread in length lowers the estimate $C/\langle L^2\rangle$, because $\langle L^2\rangle$ then exceeds $\langle L\rangle^2$.

**Partial alignment.** Let the directions be spread evenly over a fan of full angle $w<\pi$. The angle $\delta$ between two wires then has probability density $2(w-\delta)/w^2$ for $0<\delta<w$. Integrating by parts,

$$
\langle\sin\delta\rangle
=\frac{2}{w^2}\int_0^w(w-\delta)\sin\delta\,d\delta
=\frac{2}{w^2}\left(w-\int_0^w\cos\delta\,d\delta\right)
=\frac{2(w-\sin w)}{w^2}.
$$

For random directions the mean is $2/\pi$. If the threshold needs the same mean number of contacts, $n_c$ rises by the factor $(2/\pi)/\langle\sin\delta\rangle$. For directions within 60° of the coating direction, $w=2\pi/3$ and the estimated rise is 14 %. The simulation gives 13 %, averaged over the directions along and across the coating. In a finite patch the two directions differ widely: at 200 µm the medians lie about 5 % above $n_c$ along the coating and about 17 % above it across. At 400 µm they close in to about 7 % and 15 %, with a mean rise of about 11 %, so the estimate runs somewhat high.

Strong alignment has a simple limit. When $w$ is small, each wire extends a distance close to $L$ along the coating direction and a sideways distance proportional to $w$. Stretch the picture sideways by $1/w$. Crossings are preserved, and the stretched wires no longer depend on $w$, while the density becomes $nw$. The threshold therefore occurs at a fixed value of $nwL^2$, so $n_c$ grows as $1/w$. Perfectly parallel widthless wires never connect.

**Dead contacts.** Suppose 20 % of the crossings, chosen at random, do not conduct. An upper limit comes from a harsher kind of damage, the removal of 20 % of the wires. The survivors have density $0.8n$, and they connect when $0.8n=n_c$, so the required density rises by the factor $1/0.8$, or 25 %. Dead contacts do less harm. When a network is traced outward, a removed wire is lost for good, whereas a wire missed at one dead contact may still be reached through another. The simulated rise is 14 %.

**Wire width.** Now treat each wire as a rectangle of sides $L$ and $D$, and count two as touching if their outlines overlap when seen from above. The region of centre positions that give overlap is the sum of four segments: the two sides of each rectangle. Adding a segment to a convex figure enlarges its area by the segment's length times the figure's width across it, and these widths add. The total is therefore the sum of the parallelogram areas formed by all six pairs of segments:

$$
2LD+(L^2+D^2)|\sin\theta|+2LD|\cos\theta| .
$$

The averages of $|\sin\theta|$ and $|\cos\theta|$ are both $2/\pi$, so the mean contact area is

$$
2LD+\frac{2}{\pi}(L+D)^2
\approx\frac{2L^2}{\pi}\left[1+(\pi+2)\frac{D}{L}\right],
$$

where terms in $D^2$ have been dropped in the last step. Here $D/L=0.003$, and the contact area grows by about 1.5 %. With the mean number of contacts held fixed, the threshold falls by about the same amount. Electrons tunnelling across a gap of 1 nm act roughly like an extra 1 nm of width, which lowers the threshold by only a further 0.03 % or so. Treating the wires as widthless is a good approximation for these dimensions.

**Finite samples.** In the 400 µm patches, 10 % of the edge-to-edge results connected by 0.01283 per µm² and 90 % by 0.01536 per µm². These densities lie about 9 % below and above $n_c$. A patch of this size made at the threshold density fails about half the time. If nine in ten such patches must conduct from one chosen edge to the opposite one, the density has to be about 9 % above threshold, even with ideal wires.

For the settings chosen here, the larger effects are each between about 10 and 15 %, and they do not all have the same sign. Bent wires and clumping are not included in these figures. The estimate of 0.014 per µm² is thus a sound starting value for well-dispersed, fairly straight wires, but shifts of this size already change its second significant digit, so for a real film with departures of this size it should be read as roughly 0.01 to 0.02 per µm². Strong alignment can raise the threshold well beyond this range.

### When the scaling law fails

The law $n_c=C/L^2$ needs a film much larger than one wire. The opposite case is a narrow gap of length $W<L$ between two long parallel electrodes, which a single wire can bridge. The wires are taken to be scattered over the electrodes as well as the gap, and to make contact wherever they lie on an electrode.

A wire at angle $\varphi$ to the direction across the gap spans a distance $L\cos\varphi$. It bridges the gap if its centre lies in a strip of width $L\cos\varphi-W$, provided this is positive. That requires $\varphi<\varphi_0$ with $\cos\varphi_0=W/L$. For electrodes of length $b\gg L$, end effects can be ignored, and the mean number of bridging wires is

$$
N=nb\,\frac{2}{\pi}\int_0^{\varphi_0}(L\cos\varphi-W)\,d\varphi
=\frac{2nb}{\pi}\left[\sqrt{L^2-W^2}-W\arccos\frac{W}{L}\right],
$$

because $L\sin\varphi_0=\sqrt{L^2-W^2}$. This number grows in proportion to $b$. However low the density, a long enough pair of electrodes will be joined by some single wire, and no fixed threshold density exists. As $W$ approaches $L$ the bracket goes to zero, and chains of several wires must take over. The threshold of 0.014 per µm² applies once the film is many wire lengths across in both directions and not much longer in one than in the other. A long strip offers many places for a path across its short side, so it connects at a lower density. In simulation, a strip 200 µm across and 2000 µm long first connects across its width at a median of about 0.011 per µm², and one of 100 µm by 1000 µm at about 0.010 per µm².
